**Trap-free channel as a distributed RC line, and the false states it produces**

The program tests the gate admittance per area $Y=j\omega c\tanh(z)/z$, with $z^2=j\omega\tau$ and $\tau=cL^2/(4\sigma)$, for a channel of length $L$ grounded at both ends. Here $c$ is the series combination of insulator and free-electron capacitance, and $\sigma$ is the sheet conductance. It asserts agreement with a nonlinear drift-diffusion simulation in time for three sets of density, frequency and length, and it tests the relaxation sum and both frequency limits. It also asserts that the false density from the low-high analysis stays below $n/kT$ on the sampled frequencies, follows the onset law, and has a tail width within 5% of $kT$. A finite-difference line with separate free and trapped charge tests the extension to real traps. For a 100 µm channel at $n=10^{16}$ cm⁻³, the output shows $3.68\times10^{17}$ cm⁻³eV⁻¹ of false states between 100 Hz and 100 kHz. With $10^{17}$ cm⁻³eV⁻¹ of real traps, the extracted density is $1.04\times10^{17}$ for 10 µm and $4.67\times10^{17}$ for 100 µm. The remaining lines size effects left out of the model, of which uncorrected electrode overlap is the largest.

## Numerical verification

```python
"""Gate admittance of a trap-free resistive channel, source and drain grounded.
Result under test, per unit gate area:
    Y = j w c tanh(z)/z,  z^2 = j w tau,  tau = c L^2/(4 sigma),
    c = ci cs/(ci+cs),  cs = Q/Vt,  sigma = mobility Q,  Q = q n t.
w: angular frequency; L: channel length; ci: insulator capacitance;
Q: free sheet charge; n: electron density; t: film thickness; Vt = kT/q.
A lumped low-high capacitance analysis of this Y reports false gap states,
fewer than n/kT per volume and energy. Lengths are in cm, capacitances in
F/cm2, densities in cm^-3, and densities of states in cm^-3 eV^-1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

q = const.e
eps0 = const.epsilon_0 / 100          # F/cm
temperature = 300.0
mobility = 10.0                       # cm2/Vs
length = 100e-4
film = 20e-7
oxide = 100e-7
eps_oxide, eps_film, mass_ratio = 3.9, 10.0, 0.34
ci = eps_oxide * eps0 / oxide
vt = const.k * temperature / q
f_low, f_high = 100.0, 1e5
densities = [1e15, 3e15, 1e16, 3e16]
n_main = 1e16


def charge_ratio(n):
    """Free capacitance divided by insulator capacitance."""
    return q * n * film / (ci * vt)


def static_cap(n):
    r = charge_ratio(n)
    return ci * r / (1 + r)


def delay(n, chan=length):
    return chan**2 / (4 * mobility * vt * (1 + charge_ratio(n)))


def line_cap(n, f, chan=length, mob=mobility, temp=temperature,
             trap_cap=0.0, trap_time=0.0, screening=1.0):
    """Complex capacitance Y/(j w) from the derived line formula."""
    w = 2 * np.pi * f
    free = screening * q * n * film / (const.k * temp / q)
    inner = free + trap_cap / (1 + 1j * w * trap_time)
    c = ci * inner / (ci + inner)
    z = chan / 2 * np.sqrt(1j * w * c / (mob * q * n * film))
    return c * np.tanh(z) / z


def apparent_density(c_low, c_high):
    """Lumped low-high analysis: remove ci in series, then subtract."""
    lo, hi = np.real(c_low), np.real(c_high)
    return (ci * lo / (ci - lo) - ci * hi / (ci - hi)) / (q * film)


def equilibrium_ratio(n, dv):
    """Q/(ci Vt) after a static gate step dv, from r + ln r."""
    r0 = charge_ratio(n)
    return np.real(lambertw(r0 * np.exp(r0 + dv / vt)))


def simulated_cap(n, f, chan, amplitude, cells=160, steps=200, periods=12):
    """Nonlinear drift-diffusion in time, first harmonic of gate charge."""
    h, dt = chan / cells, 1 / (f * steps)
    k = 0.5 * dt * mobility * vt / h**2
    r = np.full(cells + 1, charge_ratio(n))
    harmonic = 0j

    def curvature(u):
        flux_potential = u + u**2 / 2
        return (flux_potential[2:] - 2 * flux_potential[1:-1]
                + flux_potential[:-2])

    for step in range(1, steps * periods + 1):
        phase = 2 * np.pi * step / steps
        old = r[1:-1] + k * curvature(r)
        edge = equilibrium_ratio(n, amplitude * np.sin(phase))
        r[0] = r[-1] = edge
        for _ in range(12):
            residual = r[1:-1] - k * curvature(r) - old
            slope = 1 + r[1:-1]
            bands = np.array([-k * slope, 1 + 2 * k * slope, -k * slope])
            change = solve_banded((1, 1), bands, residual)
            r[1:-1] -= change
            if np.max(np.abs(change)) < 1e-11 * edge:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
        if step > steps * (periods - 1):
            mean = (r.sum() - 0.5 * (r[0] + r[-1])) / cells
            harmonic += 2 / steps * mean * np.exp(-1j * phase)
    return ci * vt * harmonic / (-1j * amplitude)


def large_static_cap(n, amplitude):
    phase = 2 * np.pi * np.arange(400) / 400
    r = equilibrium_ratio(n, amplitude * np.sin(phase))
    return ci * vt * 2 * np.mean(r * np.sin(phase)) / amplitude


# Time-domain drift-diffusion against the line formula, three regimes.
sim_main = None
for n, f, chan in [(1e15, 1e4, length), (n_main, f_high, length),
                   (3e16, f_high, length / 2)]:
    sim = simulated_cap(n, f, chan, 5e-4)
    ref = line_cap(n, f, chan)
    assert abs(sim / ref - 1) < 3e-3   # grid, time step and amplitude
    if n == n_main:
        sim_main = sim
for n in densities:
    assert abs(large_static_cap(n, 1e-4) / static_cap(n) - 1) < 1e-4


# Real parts, relaxation sum and limits.
def normalized_parts(x):
    s = np.sqrt(2 * x)
    den = s * (np.cosh(s) + np.cos(s))
    return (np.sinh(s) + np.sin(s)) / den, (np.sinh(s) - np.sin(s)) / den


odd = 2 * np.arange(1, 40001) - 1.0
for x in [0.3, 3.0, 30.0]:
    relaxation = np.sum(8 / (np.pi * odd)**2
                        / (1 + 1j * x * 4 / (np.pi * odd)**2))
    cap_part, loss_part = normalized_parts(x)
    assert abs(relaxation - (cap_part - 1j * loss_part)) < 3e-5
z_small = np.sqrt(0.01j)
small = np.tanh(z_small) / z_small
assert abs((1 - small.real) / 0.01**2 / (2 / 15) - 1) < 1e-3
assert abs(-small.imag / 0.01 / (1 / 3) - 1) < 1e-3
z_large = np.sqrt(1000j)
large = np.tanh(z_large) / z_large
assert abs(large.real * np.sqrt(2000) - 1) < 1e-6
assert abs(-large.imag * np.sqrt(2000) - 1) < 1e-6
peak = minimize_scalar(lambda x: -normalized_parts(x)[1],
                       bounds=(0.5, 10), method="bounded")

# False density: ceiling, monotonic growth, and low-frequency onset.
for n in densities:
    values = [apparent_density(static_cap(n), line_cap(n, f))
              for f in np.geomspace(1e3, 1e7, 60)]
    assert np.all(np.diff(values) > 0)
    assert 0 < values[0] and values[-1] < n / vt
diffusion_time = length**2 / (4 * mobility * vt)


def onset_density(n, f):
    return (n / vt * (2 / 15) * (2 * np.pi * f * diffusion_time)**2
            / (1 + charge_ratio(n)))


onset_full = apparent_density(static_cap(n_main), line_cap(n_main, 1e3))
onset_law = onset_density(n_main, 1e3)
assert abs(onset_law / onset_full - 1) < 0.02
limit_density = 1e16
f_limit = brentq(lambda f: apparent_density(
    static_cap(n_main), line_cap(n_main, f)) - limit_density, 100, 1e4)
f_limit_law = 1e3 * np.sqrt(limit_density / onset_law)
assert abs(f_limit_law / f_limit - 1) < 0.05

# The low-frequency capacitance yields the correct energy axis.
grid = np.geomspace(densities[0], densities[-1], 3000)
gate = vt * (charge_ratio(grid) + np.log(charge_ratio(grid)))
integrand = 1 - line_cap(grid, f_low).real / ci
energy_span = np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(gate))
assert abs(energy_span / (vt * np.log(grid[-1] / grid[0])) - 1) < 2e-3
false = [apparent_density(line_cap(n, f_low), line_cap(n, f_high))
         for n in densities]
tail_width = energy_span / np.log(false[-1] / false[0])
assert abs(tail_width / vt - 1) < 0.05


# Line with genuine traps: free and trapped charge are separate unknowns.
def trap_line_numeric(n, f, chan, trap_cap, trap_time, cells=240):
    size, w, r = cells + 1, 2 * np.pi * f, charge_ratio(n)
    second = (np.diag(np.full(size - 1, 1.0), 1)
              + np.diag(np.full(size - 1, 1.0), -1)
              - 2 * np.eye(size)) * cells**2
    storage = 1j * w * chan**2 / (mobility * vt) * np.eye(size)
    matrix = np.zeros((2 * size, 2 * size), complex)
    matrix[:size, :size] = storage - (r + 1) * second
    matrix[:size, size:] = storage - r * second
    right = np.zeros(2 * size, complex)
    for end in (0, cells):
        matrix[end] = 0
        matrix[end, end] = 1 + 1 / r
        matrix[end, size + end] = 1
        right[end] = 1
    matrix[size:, :size] = -trap_cap / (ci * r) * np.eye(size)
    matrix[size:, size:] = (1 + 1j * w * trap_time) * np.eye(size)
    answer = np.linalg.solve(matrix, right)
    total = answer[:size] + answer[size:]
    return ci * (total.sum() - 0.5 * (total[0] + total[-1])) / cells


true_density, trap_time = 1e17, 1e-4
trap_cap = q * true_density * film
trap_results = []
for chan in [10e-4, 30e-4, 100e-4]:
    caps = []
    for f in (f_low, f_high):
        numeric = trap_line_numeric(n_main, f, chan, trap_cap, trap_time)
        formula = line_cap(n_main, f, chan, trap_cap=trap_cap,
                           trap_time=trap_time)
        assert abs(numeric / formula - 1) < 2e-3
        caps.append(numeric)
    trap_results.append((chan, apparent_density(*caps)))
assert abs(trap_results[0][1] / true_density - 1) < 0.08
assert trap_results[-1][1] > 2 * true_density


# Vertical screening from the Poisson equation across the film.
def film_state(log_a):
    a = np.exp(log_a)
    sol = solve_ivp(lambda x, y: [y[1], a * np.exp(y[0])], (0, 1),
                    [0, 0], rtol=1e-10, atol=1e-13)
    return sol.y[1, -1], log_a + sol.y[0, -1]


def screening_factor(n):
    target = q * n * film**2 / (eps_film * eps0 * vt)
    root = brentq(lambda u: film_state(u)[0] - target, -9, 0.5)
    up, down = film_state(root + 1e-3), film_state(root - 1e-3)
    return (up[0] - down[0]) / (up[1] - down[1]) / target


screen_main = screening_factor(n_main)
screen_top = screening_factor(densities[-1])
d_main = false[densities.index(n_main)]
d_screen = apparent_density(
    line_cap(n_main, f_low, screening=screen_main),
    line_cap(n_main, f_high, screening=screen_main))

# Other neglected effects, at the example's own numbers.
mass = mass_ratio * const.m_e
band_density = 2e-6 * (2 * np.pi * mass * const.k * temperature
                       / const.h**2)**1.5
filling = densities[-1] / band_density
fugacity = brentq(lambda y: float(mp.re(-mp.polylog(1.5, -y))) - filling,
                  filling / 2, filling * 2)
degeneracy = filling / float(mp.re(-mp.polylog(0.5, -fugacity))) - 1
confinement = (const.hbar * np.pi / (film / 100))**2 / (2 * mass * q)
overlap = 5e-4
extra = 2 * overlap / length * ci
d_overlap = apparent_density(line_cap(n_main, f_low) + extra,
                             line_cap(n_main, f_high) + extra)
contact_width = 100.0                 # ohm cm, each contact


def with_contacts(f):
    jw = 2j * np.pi * f
    impedance = 1 / (jw * line_cap(n_main, f) * length) + contact_width / 2
    return 1 / (jw * impedance * length)


d_contact = apparent_density(with_contacts(f_low), with_contacts(f_high))
amplitude = 0.05
d_amplitude = apparent_density(
    large_static_cap(n_main, amplitude),
    simulated_cap(n_main, f_high, length, amplitude))
d_mobility = apparent_density(line_cap(n_main, f_low, mob=mobility / 3),
                              line_cap(n_main, f_high, mob=mobility / 3))
d_hot = apparent_density(line_cap(n_main, f_low, temp=350.0),
                         line_cap(n_main, f_high, temp=350.0))
oxide_field = q * densities[-1] * film / (eps_oxide * eps0) / 1e6
penetration = np.sqrt(2 * length**2 / (4 * delay(n_main))
                      / (2 * np.pi * f_high))

print(f"mobility {mobility:.0f} cm2/Vs; temperature {temperature:.0f} K")
print(f"channel {length*1e4:.0f} um; film {film*1e7:.0f} nm; "
      f"oxide {oxide*1e7:.0f} nm")
print(f"relative permittivity: oxide {eps_oxide}, film {eps_film}")
print(f"mass {mass_ratio} m0; band density {band_density:.3e} cm^-3")
print(f"insulator capacitance {ci*1e9:.2f} nF/cm2; kT {vt*1e3:.2f} meV")
print(f"frequencies: low {f_low:.0f} Hz, high {f_high/1e3:.0f} kHz")
print("n (cm^-3) | Ec-EF (eV) | Q/ci (V) | cs/ci | tau (us)")
for n in densities:
    print(f"{n:.0e} | {vt*np.log(band_density/n):.3f} | "
          f"{charge_ratio(n)*vt:.4f} | {charge_ratio(n):.3f} | "
          f"{delay(n)*1e6:.2f}")
print("n (cm^-3) | C_low/ci | C_high/ci | false D | n/kT (cm^-3 eV^-1)")
for n, d in zip(densities, false):
    print(f"{n:.0e} | {line_cap(n, f_low).real/ci:.4f} | "
          f"{line_cap(n, f_high).real/ci:.4f} | {d:.3e} | {n/vt:.3e}")
print(f"false tail width {tail_width*1e3:.2f} meV")
print(f"energy span from low-frequency C {energy_span*1e3:.2f} meV")
print(f"loss peak: omega tau {peak.x:.3f}, G/(omega c) {-peak.fun:.4f}")
print(f"loss peak frequency at n=1e16: "
      f"{peak.x/(2*np.pi*delay(n_main))/1e3:.2f} kHz")
print("At n=1e16 cm^-3, 100 kHz, C and G/omega (nF/cm2):")
main = line_cap(n_main, f_high)
print(f"  line formula {main.real*1e9:.3f}, {-main.imag*1e9:.3f}")
print(f"  time simulation {sim_main.real*1e9:.3f}, {-sim_main.imag*1e9:.3f}")
print(f"omega tau there {2*np.pi*f_high*delay(n_main):.3f}")
print(f"diffusion time L^2/(4 mu Vt) {diffusion_time*1e6:.2f} us")
print(f"false D at 1 kHz, static low C: full {onset_full:.3e}, "
      f"onset law {onset_law:.3e} cm^-3 eV^-1")
print(f"frequency for false D={limit_density:.0e} cm^-3 eV^-1: "
      f"full {f_limit:.0f}, law {f_limit_law:.0f} Hz")
print(f"real traps {true_density:.1e} cm^-3 eV^-1, "
      f"response time {trap_time*1e6:.0f} us")
for chan, d in trap_results:
    print(f"  channel {chan*1e4:.0f} um: extracted {d:.3e} cm^-3 eV^-1")
print("Neglected effects; D at n=1e16 in cm^-3 eV^-1:")
print(f"  reference false D {d_main:.3e}")
print(f"  cs factor by screening: n=1e16 {screen_main:.3f}, "
      f"n=3e16 {screen_top:.3f}")
print(f"  with screening D {d_screen:.3e}")
print(f"  overlap {overlap*1e4:.0f} um per side left in: D {d_overlap:.3e}")
print(f"  contacts {contact_width:.0f} ohm cm each: D {d_contact:.3e}")
print(f"  ac amplitude {amplitude*1e3:.0f} mV peak: D {d_amplitude:.3e}")
print(f"  mobility {mobility/3:.2f} cm2/Vs: D {d_mobility:.3e}")
print(f"  temperature 350 K, same n: D {d_hot:.3e}")
print(f"  degeneracy shift of kT at n=3e16: {degeneracy*100:.3f} %")
print(f"  confinement energy {confinement*1e3:.2f} meV")
print(f"  oxide field from Q at n=3e16: {oxide_field:.4f} MV/cm")
print(f"  ac penetration length at 100 kHz {penetration*1e4:.1f} um")
print("every check passed")
```

It prints:

```
mobility 10 cm2/Vs; temperature 300 K
channel 100 um; film 20 nm; oxide 100 nm
relative permittivity: oxide 3.9, film 10.0
mass 0.34 m0; band density 4.975e+18 cm^-3
insulator capacitance 34.53 nF/cm2; kT 25.85 meV
frequencies: low 100 Hz, high 100 kHz
n (cm^-3) | Ec-EF (eV) | Q/ci (V) | cs/ci | tau (us)
1e+15 | 0.220 | 0.0093 | 0.359 | 71.16
3e+15 | 0.192 | 0.0278 | 1.077 | 46.56
1e+16 | 0.161 | 0.0928 | 3.589 | 21.07
3e+16 | 0.132 | 0.2784 | 10.768 | 8.22
n (cm^-3) | C_low/ci | C_high/ci | false D | n/kT (cm^-3 eV^-1)
1e+15 | 0.2641 | 0.0279 | 3.557e+16 | 3.868e+16
3e+15 | 0.5184 | 0.0678 | 1.082e+17 | 1.160e+17
1e+16 | 0.7821 | 0.1496 | 3.678e+17 | 3.868e+17
3e+16 | 0.9150 | 0.3068 | 1.113e+18 | 1.160e+18
false tail width 25.54 meV
energy span from low-frequency C 87.94 meV
loss peak: omega tau 2.541, G/(omega c) 0.4172
loss peak frequency at n=1e16: 19.19 kHz
At n=1e16 cm^-3, 100 kHz, C and G/omega (nF/cm2):
  line formula 5.167, 5.278
  time simulation 5.169, 5.276
omega tau there 13.239
diffusion time L^2/(4 mu Vt) 96.70 us
false D at 1 kHz, static low C: full 4.103e+15, onset law 4.149e+15 cm^-3 eV^-1
frequency for false D=1e+16 cm^-3 eV^-1: full 1574, law 1553 Hz
real traps 1.0e+17 cm^-3 eV^-1, response time 100 us
  channel 10 um: extracted 1.039e+17 cm^-3 eV^-1
  channel 30 um: extracted 2.757e+17 cm^-3 eV^-1
  channel 100 um: extracted 4.674e+17 cm^-3 eV^-1
Neglected effects; D at n=1e16 in cm^-3 eV^-1:
  reference false D 3.678e+17
  cs factor by screening: n=1e16 0.919, n=3e16 0.808
  with screening D 3.367e+17
  overlap 5 um per side left in: D 7.704e+17
  contacts 100 ohm cm each: D 3.679e+17
  ac amplitude 50 mV peak: D 3.564e+17
  mobility 3.33 cm2/Vs: D 3.761e+17
  temperature 350 K, same n: D 3.130e+17
  degeneracy shift of kT at n=3e16: 0.213 %
  confinement energy 2.76 meV
  oxide field from Q at n=3e16: 0.0278 MV/cm
  ac penetration length at 100 kHz 19.4 um
every check passed
```
